\section*{How Curvature Raises the Diffuse Capacitance of a Metal Sphere}

\section{Problem}

A metal sphere of radius $a$ is immersed in a solution of a symmetric 1:1 salt. Far from the sphere each ion species has number density $n$, and the electric potential $\phi$ is zero there. The metal is held at potential $\phi_0$. No charge crosses its surface, and other electrodes are far away. The solvent has uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. The ions are treated as points that respond to the mean potential through Boltzmann factors at temperature $T$, and $e|\phi_0|\ll kT$.

The diffuse capacitance per area is $C=\sigma/\phi_0$, where $\sigma$ is the charge on the metal divided by the metal's area.

\begin{enumerate}
\item Estimate by scaling the radius at which $C$ is twice the value for a flat electrode in the same solution.
\item Solve the linearised Poisson--Boltzmann equation outside the sphere, and find this radius without the scaling approximation.
\item Evaluate both for a metal sphere in water with 1.0 mmol/L of salt at 298.15 K, taking $\varepsilon_r=78.4$ and $\phi_0=10$ mV.
\item Find how the answer changes when an ion-free compact layer separates the metal from the diffuse layer, and when the potential is no longer small.
\end{enumerate}

\section{First estimate by scaling}

Two lengths compete: the radius $a$ and the thickness of the ionic cloud. To find the second, consider a region at potential $\phi$. Its ion densities differ from $n$ by a fraction of order $e\phi/kT$, with opposite signs for the two species. The net charge density is therefore of magnitude $2ne^2\phi/kT$. If the potential varies over a length $\lambda$, Poisson's equation balances $\varepsilon\phi/\lambda^2$ against this density:
\begin{equation}
\frac{\varepsilon\phi}{\lambda^2}\sim\frac{2ne^2\phi}{kT}
\quad\Rightarrow\quad
\lambda=\sqrt{\frac{\varepsilon kT}{2ne^2}} .
\label{eq:debye}
\end{equation}
Scaling does not fix the numerical factor. The choice made here is the Debye length, which the full solution will justify.

If the potential falls over a length $\ell$, the surface field is about $\phi_0/\ell$. Gauss's law then gives $\sigma\sim\varepsilon\phi_0/\ell$, so $C\sim\varepsilon/\ell$. At a flat electrode $\ell=\lambda$. Around a sphere, the spreading of the field lines alone would make the potential fall over a length $a$. The simplest assumption is that the shorter length wins:
\begin{equation}
\frac{C}{C_{\rm flat}}\sim\frac{\lambda}{\min(a,\lambda)}
=\max\!\left(1,\frac{\lambda}{a}\right).
\label{eq:scaling}
\end{equation}
This ratio equals 2 at $a=\lambda/2$.

\section{Solution of the linearised equation}

\subsection{From ions to a linear equation}

A positive ion has energy $+e\phi$ and a negative ion $-e\phi$, so their densities are $n_\pm=n\exp(\mp e\phi/kT)$. The charge density is
\begin{equation}
\rho=e(n_+-n_-)=-2ne\sinh\frac{e\phi}{kT}.
\end{equation}
Poisson's equation, $\nabla^2\phi=-\rho/\varepsilon$, becomes
\begin{equation}
\nabla^2\phi=\frac{2ne}{\varepsilon}\sinh\frac{e\phi}{kT}.
\label{eq:pb}
\end{equation}
Since $\sinh y=y+y^3/6+\cdots$ has no quadratic term, the leading approximation for small $y=e\phi/kT$ is
\begin{equation}
\nabla^2\phi=\kappa^2\phi,\qquad
\kappa^2=\frac{2ne^2}{\varepsilon kT}=\frac{1}{\lambda^2}.
\label{eq:linear}
\end{equation}
For the example, $y_0=e\phi_0/kT=10/25.69=0.389$. The first omitted term, relative to the one kept, is $y_0^2/6\approx0.025$ at the surface and smaller farther out.

\subsection{Potential outside the sphere}

The boundary conditions do not depend on angle, so $\phi$ depends on $r$ alone:
\begin{equation}
\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{d\phi}{dr}\right)=\kappa^2\phi .
\end{equation}
Set $\phi=u/r$. Then $\phi'=u'/r-u/r^2$, so $r^2\phi'=ru'-u$. Its derivative is $u'+ru''-u'=ru''$. Dividing by $r^2$ turns the left side into $u''/r$, while the right side is $\kappa^2u/r$. Hence
\begin{equation}
u''=\kappa^2u,\qquad u=Ae^{-\kappa r}+Be^{\kappa r}.
\end{equation}
The second term would make $\phi$ grow without limit far away, so $B=0$. The condition $\phi(a)=\phi_0$ gives $A=a\phi_0e^{\kappa a}$, and therefore
\begin{equation}
\phi(r)=\phi_0\,\frac{a}{r}\,e^{-\kappa(r-a)},\qquad r\ge a.
\label{eq:profile}
\end{equation}
The exponential describes screening by the ions. The factor $a/r$ is the decay that a charged sphere would have without ions.

\subsection{Surface charge and capacitance}

The field inside the metal is zero. Gauss's law across the surface gives $\sigma=\varepsilon E_r(a)=-\varepsilon\phi'(a)$. Differentiating Eq.~\eqref{eq:profile},
\begin{equation}
\phi'(r)=-\left(\kappa+\frac1r\right)\phi(r),
\end{equation}
so that
\begin{equation}
\sigma=\varepsilon\left(\kappa+\frac1a\right)\phi_0,\qquad
C=\varepsilon\kappa+\frac{\varepsilon}{a}.
\label{eq:cap}
\end{equation}

The charge in the solution must cancel that on the metal. In the linear theory $\rho=-\varepsilon\kappa^2\phi$, and its integral over the outside volume is
\begin{align}
Q_{\rm ions}&=-4\pi\varepsilon\kappa^2\phi_0a
\int_a^\infty r\,e^{-\kappa(r-a)}\,dr\nonumber\\
&=-4\pi\varepsilon\kappa^2\phi_0a
\left(\frac{a}{\kappa}+\frac1{\kappa^2}\right)\nonumber\\
&=-4\pi a^2\varepsilon\left(\kappa+\frac1a\right)\phi_0
=-4\pi a^2\sigma .
\end{align}
The integral follows from the substitution $r=a+s$, with $\int_0^\infty e^{-\kappa s}ds=1/\kappa$ and $\int_0^\infty s\,e^{-\kappa s}ds=1/\kappa^2$.

\subsection{The doubling radius}

At a flat electrode, Eq.~\eqref{eq:linear} has the decaying solution $\phi_0e^{-\kappa x}$, where $x$ is the distance from the metal. Thus $C_{\rm flat}=\varepsilon\kappa=\varepsilon/\lambda$. Dividing Eq.~\eqref{eq:cap} by this value,
\begin{equation}
\frac{C}{C_{\rm flat}}=1+\frac{\lambda}{a}.
\label{eq:ratio}
\end{equation}
Setting the ratio to 2 gives
\begin{equation}
\boxed{a=\lambda=\sqrt{\frac{\varepsilon kT}{2ne^2}}} .
\end{equation}
Within the linear theory the potential drops out.

The added term $\varepsilon/a$ is the capacitance per area of the same sphere in ion-free solvent. Without ions $\phi=\phi_0a/r$, whose surface field is $\phi_0/a$. The two contributions add like capacitors in parallel, and they are equal at the doubling radius. For $a\gg\lambda$ the electrode is nearly flat, with a relative correction $\lambda/a$. For $a\ll\lambda$ the geometric spreading of the field dominates and $C\approx\varepsilon/a$, nearly independent of salt concentration.

\section{Numbers and comparison with the estimate}

The concentration 1.0 mmol/L corresponds to $n=6.022\times10^{-4}\ \mathrm{nm^{-3}}$. It is convenient to use the Bjerrum length $l_B=e^2/(4\pi\varepsilon kT)=0.715$ nm, the distance at which two elementary charges in the solvent interact with energy $kT$. Since $e^2/(\varepsilon kT)=4\pi l_B$,
\begin{equation}
\kappa=\sqrt{8\pi n l_B}
=\sqrt{8\pi(6.022\times10^{-4})(0.715)}\ \mathrm{nm^{-1}}
=0.1040\ \mathrm{nm^{-1}} .
\end{equation}
The doubling radius is $\lambda=9.61$ nm ($9.61\times10^{-9}$ m). As a test of the derivation, the full equation~\eqref{eq:pb} was solved numerically at 0.01 mV. The radius at which its capacitance doubled was 9.614 nm, in agreement with the formula's 9.614 nm.

The flat capacitance is $7.22\ \mu\mathrm{F/cm^2}$. At $a=\lambda$ the ion-free term adds another $7.22\ \mu\mathrm{F/cm^2}$, giving $14.44\ \mu\mathrm{F/cm^2}$. At 10 mV the surface charge is $14.44\times0.010=0.144\ \mu\mathrm{C/cm^2}$, or about 10.5 elementary charges on the whole sphere.

The potential profile shows where the extra capacitance comes from. One Debye length from the surface, the potential is 3.68 mV at the flat electrode. At the sphere it is 1.84 mV, because $a/r=1/2$ there. The same surface potential falls more steeply near the sphere and so requires more charge per area.

The scaling estimate gives $\lambda/2=4.8$ nm, half the radius found from the equation. The two ratios compare as follows.

\begin{center}
\begin{tabular}{rcc}
\hline
$a$ (nm) & Scaling, Eq.~\eqref{eq:scaling} & Solution, Eq.~\eqref{eq:ratio}\\
\hline
2 & 4.81 & 5.81\\
5 & 1.92 & 2.92\\
9.61 & 1.00 & 2.00\\
20 & 1.00 & 1.48\\
100 & 1.00 & 1.10\\
\hline
\end{tabular}
\end{center}

The estimate has the right limits and the right dependence on concentration, but it replaces a sum by its larger term. The solution shows that the decay rates add: the relative slope at the surface is $1/\lambda+1/a$, not the larger of the two. The sum exceeds its larger term by at most a factor of 2, and reaches that factor when the terms are equal. The estimate is therefore at its worst at the very radius being sought.

\section{A compact layer between metal and ions}

Ions have finite size, so their centres cannot reach the metal surface. Let an ion-free layer of thickness $d$ and permittivity $\varepsilon_s$ surround the metal, with the diffuse layer starting at $R=a+d$. Let $\phi_M$ be the metal's potential relative to the bulk solution, now including the drop across this layer.

For metal charge $Q$, the field in the compact layer is $Q/(4\pi\varepsilon_sr^2)$, and the potential drop across it is
\begin{equation}
\phi_M-\phi(R)=\frac{Q}{4\pi\varepsilon_s}
\left(\frac1a-\frac1R\right)
=\frac{Q\,d}{4\pi\varepsilon_s aR}.
\end{equation}
The diffuse layer sees the same charge $Q$ inside a sphere of radius $R$. Equation~\eqref{eq:cap}, with $a$ replaced by $R$, gives $Q=4\pi R^2\varepsilon(\kappa+1/R)\phi(R)$. Adding the two drops and multiplying by $4\pi a^2/Q$ gives the inverse total capacitance per metal area:
\begin{equation}
\frac1{C_{\rm tot}}=
\frac{d}{\varepsilon_s}\frac{a}{R}
+\frac{1}{\varepsilon\kappa}\frac{a^2}{R^2}\,
\frac{1}{1+\lambda/R}.
\label{eq:total}
\end{equation}
The layers are in series, so the one with the smaller capacitance has the greater influence.

Take the rough values $d=0.3$ nm and $\varepsilon_s=6.0\,\varepsilon_0$. The flat compact layer then has $17.7\ \mu\mathrm{F/cm^2}$, and the flat total is
\begin{equation}
\left(\frac1{17.71}+\frac1{7.221}\right)^{-1}
=5.13\ \mu\mathrm{F/cm^2}.
\end{equation}
At $a=\lambda$ the compact part rises by the factor $R/a=9.914/9.614=1.03$, while the diffuse part roughly doubles. The total rises by a factor of 1.61. With $d$, $\varepsilon_s$ and the salt concentration held fixed, Eq.~\eqref{eq:total} gives a doubled total at $a=5.1$ nm. This is about half the radius for the diffuse part alone.

The layer thickness matters in this result. If one sets $R=a$ in Eq.~\eqref{eq:total} but keeps the series capacitance $\varepsilon_s/d$, doubling requires a diffuse capacitance of
\begin{equation}
\left(\frac1{2\times5.129}-\frac1{17.71}\right)^{-1}
=24.4\ \mu\mathrm{F/cm^2}.
\end{equation}
This is 3.38 times the flat diffuse value, so $a=\lambda/2.38\approx4.0$ nm. In the same thin-layer approximation, the total can never exceed $\varepsilon_s/d$. It can double at a finite radius only if $\varepsilon_s/d>\varepsilon\kappa$. Since $\kappa\propto\sqrt n$, this condition fails above about $(17.71/7.221)^2=6.0$ mmol/L for these layer values at fixed temperature and permittivity. This limit belongs to the thin-layer approximation. Equation~\eqref{eq:total}, which keeps the layer's thickness, still gives a doubled total at 10 mmol/L, but only at $a=0.94$ nm, where a continuum description is doubtful.

\section{Potentials that are not small}

At finite potential, two capacitances must be distinguished: the integral value $\sigma/\phi_0$ and the differential value $d\sigma/d\phi_0$, which gives the response to a small change of voltage. They coincide in the linear theory. Here $\phi_0$ again denotes the drop across the diffuse layer alone.

For a flat electrode, Eq.~\eqref{eq:pb} reads $y''=\kappa^2\sinh y$. Multiplying by $2y'$ and integrating from the bulk, where $y=y'=0$, gives
\begin{equation}
(y')^2=2\kappa^2(\cosh y-1)=4\kappa^2\sinh^2\frac y2 .
\end{equation}
For positive $\phi_0$ the potential decreases outward, so $y'=-2\kappa\sinh(y/2)$. Hence
\begin{equation}
\sigma=\frac{2\varepsilon\kappa kT}{e}\sinh\frac{y_0}{2},
\quad
\frac{\sigma}{\phi_0}=\varepsilon\kappa\,\frac{2\sinh(y_0/2)}{y_0},
\quad
\frac{d\sigma}{d\phi_0}=\varepsilon\kappa\cosh\frac{y_0}{2}.
\end{equation}
At 100 mV, $y_0=3.89$. The flat integral capacitance is then 1.76 times its small-potential value, and the flat differential capacitance 3.57 times.

Numerical solutions for the sphere, each compared with a flat electrode at the same potential, give these doubling radii:

\begin{center}
\begin{tabular}{rcc}
\hline
$\phi_0$ (mV) & Integral (nm) & Differential (nm)\\
\hline
10 & 9.54 & 9.38\\
100 & 4.70 & 1.94\\
\hline
\end{tabular}
\end{center}

At 10 mV the linear answer is too large by about 0.8\% and 2.5\% of the respective nonlinear radii. At 100 mV it is too large by factors of about 2 and 5. Part of the reason is the larger flat reference. If the sphere still gained the full ion-free term, the ratios at $a=\lambda$ would be $1+1/1.76=1.57$ and $1+1/3.57=1.28$. The computed ratios are 1.47 and 1.15, so the gain due to curvature is itself smaller than $\varepsilon/a$ at this potential.

\section{Where the result applies}

The example represents a small metal particle in a dilute solution, with no adsorbed ions or molecules. For a real metal, the applied potential must be counted from the value at which the surface carries no charge. Adsorbed species can change both the surface charge and the compact layer; that effect is not sized here. Of the effects sized, the compact layer makes the largest change at 10 mV, moving the doubling radius from 9.6 to 5.1 nm for the rough layer values used. This figure depends strongly on those values: with $d=0.3$ nm, Eq.~\eqref{eq:total} gives 2.5, 7.3 and 8.4 nm for $\varepsilon_s/\varepsilon_0=3$, 12 and 20. The result does not extend to concentrated solutions. At 1 mol/L, Eq.~\eqref{eq:debye} with the same permittivity would give $\lambda=9.61/\sqrt{1000}=0.30$ nm. This is below a rough hydrated-ion diameter of 0.7 nm, so the point-ion model cannot supply a reliable doubling radius there.

For the dilute example at $a=\lambda$ and 10 mV, several other neglected effects can be sized. Ions of diameter 0.7 nm, each assigned a cube of that side, would fill about 0.04\% of the volume at the surface, rising to 1\% at 100 mV. Without a compact layer the surface field is 0.021 MV/cm. The energy of a water molecule's dipole in that field is about $0.003\,kT$, so alignment of the solvent by the field is weak. Inside the compact layer used above, with 10 mV across both layers, the field is 0.16 MV/cm and this energy about $0.02\,kT$, still small. The ratio $l_B/\lambda=0.07$ indicates weak correlations between ions in the bulk. Close to the metal, the mean potential also leaves out the interaction of each ion with its own image charge. If the bulk permittivity extends to a flat metal surface, this is an attraction, and for an ion 0.35 nm away its strength is $l_B/(4\times0.35\ \mathrm{nm})\approx0.5$ in units of $kT$. A compact layer of low permittivity repels nearby ions and can reverse the sign. The ion densities nearest the surface are therefore only approximate.

The charge on the sphere amounts to only about ten elementary charges. Adding one electron changes the diffuse-layer potential by about 0.96 mV, nearly a tenth of the applied 10 mV. The continuous charge in Eq.~\eqref{eq:cap} is best read as an average for a sphere connected to a voltage source. The energy of charging by one electron, $e^2/(2\cdot4\pi a^2C)$, is only $0.019\,kT$, and the thermal fluctuation of the charge, $\sqrt{4\pi a^2C\,kT}$, is about 5 elementary charges, so discreteness does not alter the average charge or the capacitance here. An isolated particle carries a whole number of elementary charges, and its potential changes in steps.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
temperature: 298.15 K
relative permittivity of water (rough): 78.4
salt concentration: 1.0 mmol/L
number density of each ion: 6.022e-04 per nm^3
thermal voltage kT/e: 25.69 mV
surface potential phi0: 10.0 mV
e*phi0/kT: 0.389
LINEAR RESULT
kappa: 0.1040 per nm
Debye length = doubling radius: 9.614 nm
doubling radius from full equation at 0.01 mV: 9.614 nm
flat diffuse capacitance: 7.221 uF/cm^2
ion-free sphere capacitance at a = Debye length: 7.221 uF/cm^2
sphere diffuse capacitance at a = Debye length: 14.441 uF/cm^2
ratio to flat at a = 2 nm: 5.807
ratio to flat at a = 5 nm: 2.923
ratio to flat at a = 20 nm: 1.481
ratio to flat at a = 100 nm: 1.096
potential one Debye length out, sphere a = Debye length: 1.839 mV
potential one Debye length out, flat electrode: 3.679 mV
charge per area: 0.1444 uC/cm^2
charge on the sphere: 10.47 elementary charges
NEGLECTED: COMPACT LAYER
thickness (rough): 0.3 nm
relative permittivity (rough): 6.0
flat compact capacitance: 17.71 uF/cm^2
flat total capacitance: 5.129 uF/cm^2
total capacitance ratio at a = Debye length: 1.613
radius that doubles the total: 5.06 nm
NEGLECTED: NONLINEARITY (diffuse layer only)
10 mV, integral: ratio at a = Debye length 1.992, doubling radius 9.54 nm
10 mV, differential: ratio at a = Debye length 1.976, doubling radius 9.38 nm
100 mV, integral: ratio at a = Debye length 1.470, doubling radius 4.70 nm
100 mV, differential: ratio at a = Debye length 1.146, doubling radius 1.94 nm
OTHER NEGLECTED EFFECTS (sphere with a = Debye length)
volume share of 0.7 nm ions at surface, 10 mV: 4.45e-04
volume share of 0.7 nm ions at surface, 100 mV: 1.01e-02
surface field: 0.0208 MV/cm
water dipole energy in that field / kT: 0.0031
Bjerrum length: 0.715 nm
Bjerrum length / Debye length: 0.0744
diffuse-layer voltage step per electron: 0.955 mV
\end{verbatim}
